# How many subbands does a wide nondegenerate flat box need?

**Question.** A Schrödinger-Poisson calculation obtains the electron density of a semiconductor layer by summing over subbands, and the sum has to stop somewhere. Suppose that the layer is wide, its potential is flat and its electrons are nondegenerate. Up to what confinement energy must subbands be kept if the sheet density is to lose no more than one part per million? How many subbands is that, and how does the number change with width, mass and temperature?

**Answer.**

### The lost fraction as a ratio of sums

Let the layer occupy \(0<z<L\), with hard walls and zero potential energy inside. The electrons have an isotropic effective mass \(m\) and move freely in the plane. The wavefunctions \(\sin(k_nz)\) vanish at both walls if \(k_n=n\pi/L\), so the subband edges are

\[
E_n=\frac{\hbar^2k_n^2}{2m}=n^2E_1,\qquad E_1=\frac{\pi^2\hbar^2}{2mL^2},\qquad n=1,2,\dots
\]

All energies are measured from the band bottom. The Fermi level \(\mu\) is held fixed and lies far enough below \(E_1\) for Boltzmann occupation. With two spin states, subband \(n\) contributes the sheet density

\[
N_n=2\int\frac{d^2q}{(2\pi)^2}\,e^{(\mu-E_n-\hbar^2q^2/2m)/k_BT}
=\frac{e^{(\mu-E_n)/k_BT}}{\pi}\int_0^\infty q\,e^{-\hbar^2q^2/2mk_BT}\,dq .
\]

Put \(u=\hbar^2q^2/(2mk_BT)\), so that \(q\,dq=(mk_BT/\hbar^2)\,du\). The remaining integral \(\int_0^\infty e^{-u}du\) is 1, and

\[
N_n=\frac{mk_BT}{\pi\hbar^2}\,e^{(\mu-E_n)/k_BT}.
\]

The prefactor and the Fermi level are common to all subbands and cancel from any fraction. If the lowest \(N\) subbands are kept, the lost fraction of the sheet density is

\[
f_N=\frac{\sum_{n>N}e^{-an^2}}{\sum_{n\ge1}e^{-an^2}},\qquad a=\frac{E_1}{k_BT}.
\]

### The wide limit

Let the cutoff energy be \(E_c\), and define \(x=\sqrt{E_c/k_BT}\). The variable \(t=\sqrt a\,n\) advances in steps of \(\sqrt a\), and the cutoff lies at \(t=x\). If the summand changes little from one level to the next, each sum becomes an integral divided by the step:

\[
f=\frac{\int_x^\infty e^{-t^2}dt}{\int_0^\infty e^{-t^2}dt}
=\frac{2}{\sqrt\pi}\int_x^\infty e^{-t^2}dt
=\operatorname{erfc}\sqrt{\frac{E_c}{k_BT}} .
\]

The condition is harder to meet in the omitted tail than among the kept levels, and the part of the tail that matters lies just above the cutoff. There the level spacing divided by \(k_BT\) is \(a(2n+1)\approx2x\sqrt a\), and this must be small. It is a stronger demand than \(E_1\ll k_BT\), which involves \(a\) and not \(\sqrt a\).

The cutoff acts on the confinement energy alone. A kept subband retains all its electrons, including those with large in-plane energy. The result is therefore the fraction of a Maxwell distribution with large momentum along one axis, not the larger fraction with total energy above \(E_c\).

### Why 12 and not 14

The Boltzmann factor alone would suggest \(E_c/k_BT=\ln10^6=13.8\). To find the correction, integrate by parts:

\[
\int_x^\infty e^{-t^2}dt=\int_x^\infty\frac{1}{2t}\,\bigl(2t\,e^{-t^2}\bigr)dt
=\frac{e^{-x^2}}{2x}-\int_x^\infty\frac{e^{-t^2}}{2t^2}\,dt .
\]

The last integral is positive and smaller than \(1/(2x^2)\) times the integral on the left. Dropping it gives \(f\approx e^{-x^2}/(x\sqrt\pi)\), and taking the logarithm gives

\[
x^2\approx\ln\frac1f-\frac12\ln(\pi x^2).
\]

For \(f=10^{-6}\), start on the right with \(x^2=13.816\). Successive substitutions give 11.93, then 12.00, and settle at 12.001. Numerical inversion of the error function, without the approximation, gives

\[
\frac{E_c}{k_BT}=11.96\qquad(x=3.459).
\]

The logarithmic term saves nearly two units of \(k_BT\). It appears because the states above the cutoff that matter fill only a short interval of \(t\), of length about \(1/(2x)\), whereas the total comes from an interval of order one.

The price of accuracy is modest. Lost fractions of \(10^{-3}\), \(10^{-4}\) and \(10^{-8}\) require 5.41, 7.57 and 16.42 \(k_BT\). Near one part per million, each further factor of ten costs about 2.2 \(k_BT\).

### From energy to number

The energy criterion contains neither mass nor width, but the number of levels below it does. From \(\sqrt a\,N\approx x\),

\[
N\approx\frac{x}{\sqrt a}=\frac{L}{\pi\hbar}\sqrt{2mE_c}.
\]

The thermal wavelength \(\lambda=h/\sqrt{2\pi mk_BT}\) makes the scaling plain. Its square is \(\lambda^2=2\pi\hbar^2/(mk_BT)\), so

\[
a=\frac{\pi^2\hbar^2}{2mk_BTL^2}=\frac{\pi\lambda^2}{4L^2},\qquad
N\approx\frac{2x}{\sqrt\pi}\,\frac L\lambda=3.90\,\frac L\lambda
\quad\text{for }f=10^{-6}.
\]

At fixed relative accuracy, the number grows as \(L\sqrt{mT}\).

Take \(L=100\) nm, \(m=0.3\) electron masses and \(T=300\) K. Then \(k_BT=25.85\) meV and \(\lambda=7.857\) nm, which give

\[
E_c=11.964\times25.85\ \text{meV}=0.309\ \text{eV},\qquad
N\approx3.903\times\frac{100}{7.857}=49.7 .
\]

About 50 subbands are needed, although the lowest edge lies only 0.125 meV above the band bottom.

### How wide is wide?

For these parameters \(\sqrt a=0.0696\), and the spacing at the cutoff is \(0.48\,k_BT\). That is not very small, so the sums deserve a closer look.

For the full sum, consider \(g(s)=\sum_{n=-\infty}^{\infty}e^{-a(n+s)^2}\), which has period 1 in \(s\). Its Fourier coefficients are

\[
c_j=\int_{-\infty}^{\infty}e^{-as^2-2\pi ijs}\,ds=\sqrt{\frac\pi a}\,e^{-\pi^2j^2/a}.
\]

At \(s=0\), \(g(0)=\sum_jc_j\). For small \(a\) the terms with \(j\ne0\) are exponentially small. Removing the term \(n=0\) from \(g(0)\) and halving the rest gives

\[
\sum_{n\ge1}e^{-an^2}\approx\frac12\left(\sqrt{\frac\pi a}-1\right)
=\frac L\lambda\left(1-\frac{\lambda}{2L}\right),
\]

because \(\sqrt{\pi/a}=2L/\lambda\). The walls thus reduce the sheet density as if a layer of thickness \(\lambda/4\) were empty at each of them. Here the reduction is 3.9 percent.

For the tail, write \(h(n)=e^{-an^2}\). A Taylor expansion about the centre of a unit interval gives

\[
\int_{n-1/2}^{n+1/2}h(s)\,ds\approx h(n)+\frac{h''(n)}{24}.
\]

Summing over \(n>N\), and replacing the sum of the small term \(h''\) by its integral, gives

\[
\sum_{n>N}h(n)\approx\int_{N+1/2}^{\infty}h(s)\,ds+\frac{h'(N+\tfrac12)}{24}.
\]

The effective edge of the truncated sum therefore lies halfway between the last kept level and the first omitted one. With \(y=\sqrt a\,(N+\tfrac12)\), the leading result is

\[
f_N\approx\frac{\operatorname{erfc}(y)}{1-\lambda/(2L)} .
\]

To size the term left out, use \(h'(c)=-2ac\,h(c)\) and \(\int_c^\infty h\,ds\approx h(c)/(2ac)\) at \(c=N+\tfrac12\). Their ratio, divided by 24, is \(-(2y\sqrt a)^2/24\), or about \(-1\) percent here.

Explicit summation gives a loss of 1.13 ppm with 49 subbands and 0.68 ppm with 50, where ppm means parts per million of the full sheet density. The half-step formula gives 1.14 and 0.69 ppm. The strict answer is therefore 50, although 49 misses the target only slightly.

If the rule "keep every level below \(11.96\,k_BT\)" is applied at other widths, with mass and temperature unchanged, the sums give:

| \(L\) (nm) | Levels kept | Loss (ppm) |
|---:|---:|---:|
| 20 | 9 | 2.88 |
| 100 | 49 | 1.13 |
| 1000 | 496 | 1.02 |
| 10000 | 4967 | 1.00 |

The approach to 1 ppm depends on where the cutoff falls between two levels. The effective edge can differ from \(x\) by up to \(\sqrt a/2\). Since \(\operatorname{erfc}\) varies roughly as \(e^{-x^2}\), this changes the loss by a factor between about \(e^{-x\sqrt a}\) and \(e^{x\sqrt a}\). At 100 nm these factors are 0.79 and 1.27, and the reduced total sheet density raises the loss by a further 4 percent. At 20 nm the spacing at the cutoff is about \(2.4\,k_BT\), and the wide-box estimate gives only the order of magnitude of the loss. One or two extra levels then cost little and remove the doubt.

### Where in the layer is the density lost?

Poisson's equation uses the local density, to which level \(n\) contributes in proportion to \(\sin^2(k_nz)\,e^{-an^2}\). Very close to a wall, \(\sin^2(k_nz)\approx k_n^2z^2\), which favours high levels. In the wide limit the local lost fraction there is

\[
f_{\rm wall}=\frac{\int_x^\infty t^2e^{-t^2}dt}{\int_0^\infty t^2e^{-t^2}dt}.
\]

Integration by parts gives \(\tfrac12xe^{-x^2}+\tfrac12\int_x^\infty e^{-t^2}dt\) for the numerator. The denominator is the same expression at \(x=0\), namely \(\sqrt\pi/4\). Hence

\[
f_{\rm wall}=\operatorname{erfc}(x)+\frac{2x}{\sqrt\pi}\,e^{-x^2}.
\]

At the cutoff for a total loss of 1 ppm this is 26 ppm. With 50 subbands in the 100 nm layer, the sum over wavefunctions gives 17 ppm at 0.02 nm from the wall.

This larger relative error does little harm, because the density itself vanishes at the wall. Since \(\sin^2\le1\) and its average over the layer is \(\tfrac12\), the absolute density lost at any point is at most twice its average over the layer.

Away from the walls, \(\sin^2(k_nz)=\tfrac12[1-\cos(2k_nz)]\), and the cosine makes the local loss oscillate. Between 20 and 80 nm from one wall, the sum with 50 subbands gives a mean loss of 0.66 ppm, with extremes of 0.40 and 0.91 ppm. The size of the oscillation follows from treating the omitted weights as a geometric series with ratio \(r\approx e^{-2y\sqrt a}=0.61\). Relative to the mean, its amplitude is

\[
\frac{1-r}{\left|1-r\,e^{2\pi iz/L}\right|},
\]

which is 0.39 at \(z=20\) nm, in agreement with those extremes.

### When the gas becomes degenerate

Let \(\eta=\mu/k_BT\). With Fermi-Dirac occupation, the in-plane integral for a subband becomes

\[
\int_0^\infty\frac{du}{1+e^{u+an^2-\eta}}=\ln\!\left(1+e^{\eta-an^2}\right).
\]

Well above the Fermi level this reduces to \(e^{\eta-an^2}\), so the tail is the Boltzmann tail. The total is not. In the wide limit, integration by parts gives

\[
\int_0^\infty\ln\!\left(1+e^{\eta-t^2}\right)dt
=\int_0^\infty\frac{2t^2\,dt}{1+e^{t^2-\eta}}
=\frac{\sqrt\pi}{2}F(\eta),
\]

where the last equality defines \(F\). The lost fraction is then

\[
f\approx\operatorname{erfc}(x)\,\frac{e^\eta}{F(\eta)},\qquad E_c-\mu\gg k_BT .
\]

For low density, expanding the occupation to second order in \(e^\eta\) gives \(F\approx e^\eta-e^{2\eta}/2^{3/2}\). The loss is therefore multiplied by \(1+e^\eta/2^{3/2}\). The Pauli principle reduces the occupation of the low levels, so the unchanged tail becomes a larger share of the total.

A density of \(10^{15}\ \text{cm}^{-3}\) in the example corresponds to \(\eta=-8.3\), and the relative correction is only \(9\times10^{-5}\). In a 1000 nm box with 497 subbands kept throughout, the explicit Fermi-Dirac sum loses 1.26 ppm at \(\eta=0\) and 16 ppm at \(\eta=5\). In the latter case 550 subbands are needed to restore the target, a rise in the cutoff of about \(2.7\,k_BT\). This is slightly less than \(\ln16\approx2.8\), because \(\operatorname{erfc}(x)\) falls a little faster than \(e^{-x^2}\).

### Is a wide box still flat?

Width and flatness pull against each other. If the electrons, of uniform density \(n_0\), are not neutralized by donors, their potential energy obeys \(V''=-e^2n_0/\varepsilon\), where \(\varepsilon\) is the permittivity. The symmetric solution that vanishes at the walls is

\[
V(z)=V_0\left[1-\left(\frac{2z}{L}-1\right)^2\right],\qquad
V_0=\frac{e^2n_0L^2}{8\varepsilon},
\]

since \(V''=-8V_0/L^2\). With relative permittivity 12 and the density above, \(V_0=1.9\) meV, or \(0.073\,k_BT\).

Finite-difference diagonalization with a 0.05 nm mesh gives a loss of 0.685 ppm for the flat box and 0.686 ppm for the bent one, both with 50 subbands. The mesh error raises both values by about 0.005 ppm and largely cancels from their difference. The change is small because high levels rise by about the average of \(V\), which multiplies the tail by \(e^{-\langle V\rangle/k_BT}\). To first order in \(V_0/k_BT\), and apart from the thin depleted layers at the walls, the total density is multiplied by the same factor.

If the density stayed uniform at this value, \(V_0\) would reach \(k_BT\) at a width of about \(100/\sqrt{0.073}=370\) nm. The electrons in fact shift toward the walls, so this width is only an estimate. At this density, a much wider layer can be treated as flat only if its charge is neutralized. Since \(V_0\propto n_0L^2\), a lower density also keeps it flat: at \(10^{13}\ \text{cm}^{-3}\), a 1000 nm layer bends by about \(0.07\,k_BT\).

### Reading the estimate for a device

The example resembles the wide, undoped body of a double-gate transistor below threshold, with equal gates at equal bias, so that no net field crosses the body. With a single gate and a grounded substrate, the field that enters the buried oxide also crosses the body, and at this density it can tilt the bands by \(k_BT\) or more. The mass, permittivity and density in the example are round illustrative values, not data for a particular material or device. Bodies of about 10 nm are also made, and for them the wide-box formula is unsuitable. A gate voltage that draws electrons to an interface breaks both the flatness and, at high sheet density, the nondegeneracy. The count must then be found from the levels of the actual potential.

Even with nearly flat bands, several simplifications change the count or the loss:

- **Finite barriers.** Each wavefunction penetrates a barrier by about \(1/\kappa\), where \(\kappa\) is its decay constant. For 3 eV barriers, and the same mass inside them, this widens the box by about 0.4 nm at the cutoff. The levels there fall by about 0.8 percent, or \(0.1\,k_BT\). On the same mesh, diagonalization raises the loss with 50 subbands from 0.69 to 0.76 ppm.

- **Nonparabolicity.** Suppose that \(E(1+\alpha E)=\hbar^2k^2/2m\), with a rough \(\alpha=0.5\) per eV and \(k\) the full wavevector. Since \(d(\hbar^2k^2/2m)=(1+2\alpha E)\,dE\), in-plane integration gives each subband the weight \(e^{-E_n/k_BT}[1+2\alpha(E_n+k_BT)]\). The edges lie lower and the high subbands weigh more. Summation then gives a loss of 5.1 ppm with 50 subbands, and 55 are needed. The last edge kept lies at \(12.6\,k_BT\), so the energy rule shifts much less than the loss at fixed count.

- **Anisotropic mass.** Within one kind of valley, the in-plane mass cancels from the lost fraction, while the mass along \(z\) sets the spacing. For masses of 0.2 and 0.9 electron masses along \(z\), the sums require 41 and 86 subbands. If valleys of both kinds are occupied, a common energy cutoff treats them consistently, whereas a common count does not.

- **Temperature.** At 400 K, with the other parameters unchanged, 57 subbands are needed. Keeping the 50 chosen at 300 K loses 17 ppm, because the same energy is then fewer units of \(k_BT\).

One part per million is a numerical target, not the accuracy of the physical model. The barrier penetration alone widens the layer, and hence raises its sheet density, by about 0.4 percent. If a truncation error of \(10^{-3}\) is enough, the cutoff falls to \(5.4\,k_BT\) and the estimated count to \(\sqrt{5.41}/0.0696\approx33\); the explicit sum requires 34. The stricter target is useful when truncation should stay well below the other numerical errors of a self-consistent calculation.

For a flat, nondegenerate layer with closely spaced levels, the cutoff is therefore best set as an energy of about \(12\,k_BT\), with the count following from the mass, width and temperature in use. A level or two beyond it covers the discreteness of the spectrum. Nonparabolicity with positive \(\alpha\), or a Fermi level inside the band, calls for a higher cutoff.
